# Pfaffians, hafnians and the cost of full Wick contractions: a program that tests the result

```python
# Result under test: the sum over all full Wick contractions of 2n fields is
# a Pfaffian for fermions (cubic cost by elimination) and a hafnian for bosons
# (no elimination; Ryser's formula for the permanent costs about n 2^n).
# table[i][j] : contraction of fields i and j (antisymmetric or symmetric)
# exchange    : -1 for fermions, +1 for bosons
# W           : contractions of annihilation-type with creation-type fields
# U           : one-particle propagator of an open chain, exp(-i h t / hbar)
# tau         : dimensionless time J t / hbar, with J the hopping energy
import math
import time
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(7)


def pairing_sum(table, exchange, fields=None):
    """Definition: explicit sum over all pairings with exchange signs."""
    if fields is None:
        fields = list(range(len(table)))
    if not fields:
        return 1
    return sum(exchange ** (k - 1) * table[fields[0]][fields[k]]
               * pairing_sum(table, exchange, fields[1:k] + fields[k + 1:])
               for k in range(1, len(fields)))


def pfaffian(table):
    """Skew elimination: remove two rows and columns at a time."""
    a = [list(row) for row in table]
    value = 1
    while a:
        best = max(range(1, len(a)), key=lambda k: abs(a[0][k]))
        if a[0][best] == 0:
            return 0
        if best != 1:
            a[1], a[best] = a[best], a[1]
            for row in a:
                row[1], row[best] = row[best], row[1]
            value = -value
        pivot = a[0][1]
        value *= pivot
        r0, r1 = a[0][2:], a[1][2:]
        f0, f1 = [x / pivot for x in r0], [x / pivot for x in r1]
        a = [[c + p1 * x0 - p0 * x1 for c, x0, x1 in zip(row[2:], r0, r1)]
             for row, p0, p1 in zip(a[2:], f0, f1)]
    return value


def ryser(W):
    """Permanent by inclusion-exclusion, subsets visited in Gray-code order."""
    n = len(W)
    columns = [list(c) for c in zip(*W)]
    sums = [0.0] * n
    included, total = 0, 0.0
    for step in range(1, 2 ** n):
        j = (step & -step).bit_length() - 1
        included ^= 1 << j
        if included >> j & 1:
            sums = [s + c for s, c in zip(sums, columns[j])]
        else:
            sums = [s - c for s, c in zip(sums, columns[j])]
        product = math.prod(sums)
        total += -product if step & 1 else product
    return (-1) ** n * total


def subset_permanent(W):
    """Permanent by row expansion with stored subsets, no alternating signs."""
    n = len(W)
    partial = [0.0] * 2 ** n
    partial[0] = 1.0
    for mask in range(1, 2 ** n):
        row = W[mask.bit_count() - 1]
        rest, value = mask, 0.0
        while rest:
            low = rest & -rest
            value += row[low.bit_length() - 1] * partial[mask ^ low]
            rest ^= low
        partial[mask] = value
    return partial[-1]


def interleave(W, exchange):
    """Contraction table for the order psi_1 psibar_1 psi_2 psibar_2 ..."""
    W = np.asarray(W)
    table = np.zeros((2 * len(W), 2 * len(W)), dtype=W.dtype)
    table[0::2, 1::2] = W
    table[1::2, 0::2] = exchange * W.T
    return table.tolist()


def mode_operators(modes, levels, exchange):
    """Annihilation matrices in Fock space, with sign strings for fermions."""
    lower = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
    string = np.diag([float(exchange) ** k for k in range(levels)])
    result = []
    for k in range(modes):
        matrix = np.eye(1)
        for m in range(modes):
            factor = string if m < k else lower if m == k else np.eye(levels)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


def vacuum_value(operators):
    state = np.zeros(len(operators[0]))
    state[0] = 1.0
    for operator in reversed(operators):
        state = operator @ state
    return state[0]


def wick_test(modes, levels, exchange, count):
    """Direct vacuum value of a product, and its table of contractions."""
    lowers = mode_operators(modes, levels, exchange)
    fields = [sum(rng.normal() * a + rng.normal() * a.T for a in lowers)
              for _ in range(count)]
    table = np.zeros((count, count))
    for i in range(count):
        for j in range(i + 1, count):
            table[i, j] = vacuum_value([fields[i], fields[j]])
            table[j, i] = exchange * table[i, j]
    return vacuum_value(fields), table


# Wick sums against products of operators in Fock space
direct_f, table_f = wick_test(4, 2, -1, 8)
direct_b, table_b = wick_test(3, 7, +1, 6)
assert np.isclose(direct_f, pfaffian(table_f.tolist()), rtol=1e-8, atol=1e-9)
assert np.isclose(direct_b, pairing_sum(table_b, +1), rtol=1e-9, atol=1e-9)
print("Products of fields in Fock space (dimensionless)")
print(f"8 fermion fields, direct: {direct_f:.8f}")
print(f"8 fermion fields, Pfaffian: {pfaffian(table_f.tolist()):.8f}")
print(f"6 boson fields, direct: {direct_b:.8f}")
print(f"6 boson fields, hafnian: {pairing_sum(table_b, +1):.8f}")

# Elimination and the congruence law against explicit pairings
raw = rng.normal(size=(8, 8))
skew, symmetric = raw - raw.T, raw + raw.T
B = rng.normal(size=(8, 8))
assert np.isclose(pfaffian(skew.tolist()), pairing_sum(skew, -1), atol=1e-9)
assert np.isclose(pairing_sum(B @ skew @ B.T, -1),
                  np.linalg.det(B) * pairing_sum(skew, -1),
                  rtol=1e-8, atol=1e-7)

# Hafnian by inclusion-exclusion against explicit pairings
total = 0.0
for mask in range(2 ** 8):
    chosen = [i for i in range(8) if mask >> i & 1]
    pair_total = sum(symmetric[i, j] for i in chosen for j in chosen if i < j)
    total += (-1) ** len(chosen) * pair_total ** 4
assert np.isclose(total / math.factorial(4), pairing_sum(symmetric, +1),
                  rtol=1e-8, atol=1e-7)

# Reduction to determinant and permanent
W = rng.normal(size=(5, 5))
assert np.isclose(pairing_sum(interleave(W, -1), -1), np.linalg.det(W))
assert np.isclose(pairing_sum(interleave(W, +1), +1), ryser(W.tolist()))

# A product table has a cheap permanent
u, v = rng.uniform(0.5, 1.5, 8), rng.uniform(0.5, 1.5, 8)
assert np.isclose(ryser(np.outer(u, v).tolist()),
                  math.factorial(8) * np.prod(u * v), rtol=1e-8)

# Small integer table: add field 0 to field 1 and follow both sums
boson = np.array([[2, 1, 3, 1], [1, 2, 1, 2], [3, 1, 2, 1], [1, 2, 1, 2]])
fermion = np.triu(boson, 1) - np.triu(boson, 1).T
shift = np.eye(4, dtype=int)
shift[1, 0] = 1
replace = np.eye(4, dtype=int)
replace[1] = [1, 0, 0, 0]
print("Four-field table, field 1 -> field 1 + field 0 (dimensionless)")
print("symmetric table rows:", boson.tolist())
for name, table, exchange in (("Pfaffian", fermion, -1),
                              ("hafnian", boson, +1)):
    before = pairing_sum(table, exchange)
    after = pairing_sum(shift @ table @ shift.T, exchange)
    repeated = pairing_sum(replace @ table @ replace.T, exchange)
    assert after == before + repeated
    assert (repeated == 0) == (exchange == -1)
    print(f"{name}: before {before}, after {after}, repeated {repeated}")

# Particles on an open chain, one per site at the start and at the end
tau = 0.3


def propagator(n):
    h = -(np.eye(n, k=1) + np.eye(n, k=-1))
    return expm(-1j * tau * h)


two_site = ryser(propagator(2).tolist())
assert np.isclose(two_site, math.cos(2 * tau))
b = mode_operators(4, 5, +1)
hopping = sum(b[k].T @ b[k + 1] for k in range(3))
energies, vectors = np.linalg.eigh(-(hopping + hopping.T))
one_each = 1 + 5 + 25 + 125
many_body = np.sum(vectors[one_each] ** 2 * np.exp(-1j * tau * energies))
four_site = ryser(propagator(4).tolist())
assert np.isclose(many_body, four_site, atol=1e-9)
print(f"Chain: J t/hbar = {tau} (dimensionless)")
print(f"2 sites, boson amplitude: {two_site.real:.8f}")
print(f"4 sites, boson amplitude, permanent: {four_site.real:.8f}")
print(f"4 sites, boson amplitude, evolution: {many_body.real:.8f}")


def best_time(function, argument, repeats):
    times = []
    for _ in range(repeats):
        start = time.perf_counter()
        value = function(argument)
        times.append(time.perf_counter() - start)
    return value, 1e3 * min(times)


print("Same U: Ryser time, elimination time (ms), and their ratio")
ryser_ms, elimination_ms, permanents = {}, {}, {}
for n in (2, 6, 10, 14, 18):
    U = propagator(n)
    permanents[n], ryser_ms[n] = best_time(ryser, U.tolist(),
                                           2 if n == 18 else 5)
    pf, elimination_ms[n] = best_time(pfaffian, interleave(U, -1), 5)
    assert abs(pf - 1) < 1e-10
    print(f"n={n}: {ryser_ms[n]:.3g}, {elimination_ms[n]:.3g}, "
          f"{ryser_ms[n] / elimination_ms[n]:.3g}")
print("Probability of one particle per site again (dimensionless)")
for n, value in permanents.items():
    print(f"n={n}: bosons {abs(value) ** 2:.6g}, fermions "
          f"{abs(pfaffian(interleave(propagator(n), -1))) ** 2:.6f}")
reference = subset_permanent(propagator(18).tolist())
difference = abs(permanents[18] - reference)
assert difference < 1e-8 and difference < 1e-5 * abs(reference)
print(f"n=18 boson amplitude, Ryser: {permanents[18].real:.8g}")
print(f"n=18 boson amplitude, subset recursion: {reference.real:.8g}")

print("Elimination alone (ms)")
for n in (32, 64, 128):
    pf, elimination_ms[n] = best_time(pfaffian, interleave(propagator(n), -1),
                                      3)
    assert abs(pf - 1) < 1e-9
    print(f"n={n}: {elimination_ms[n]:.4g}")
growth_ryser = ryser_ms[18] / ryser_ms[14]
growth_elimination = elimination_ms[128] / elimination_ms[64]
# Wide timing windows allow for interpreter overhead and machine load.
assert 9 < growth_ryser < 40
assert 4 < growth_elimination < 16
print(f"Ryser time ratio, n=18 to n=14: {growth_ryser:.3g}")
print(f"n 2^n prediction of that ratio: {18 * 2**18 / (14 * 2**14):.3g}")
print(f"Elimination time ratio, n=128 to n=64: {growth_elimination:.3g}")
print(f"n^3 prediction of that ratio: {(128 / 64) ** 3:.3g}")
seconds = 1e-3 * ryser_ms[18] * 40 * 2 ** 40 / (18 * 2 ** 18)
print(f"Ryser at n=40, extrapolated: {seconds:.3g} s")
print(f"the same in days: {seconds / 86400:.3g} d")
print(f"Permutations at n=18: {math.factorial(18):.4g}")
print(f"Subsets at n=18: {2 ** 18}")
print(f"Pairings of 36 general fields: {math.prod(range(1, 36, 2)):.4g}")
print("verified")
```

It prints:

```
Products of fields in Fock space (dimensionless)
8 fermion fields, direct: -12.08795913
8 fermion fields, Pfaffian: -12.08795913
6 boson fields, direct: 3.11681446
6 boson fields, hafnian: 3.11681446
Four-field table, field 1 -> field 1 + field 0 (dimensionless)
symmetric table rows: [[2, 1, 3, 1], [1, 2, 1, 2], [3, 1, 2, 1], [1, 2, 1, 2]]
Pfaffian: before -4, after -4, repeated 0
hafnian: before 8, after 16, repeated 8
Chain: J t/hbar = 0.3 (dimensionless)
2 sites, boson amplitude: 0.82533561
4 sites, boson amplitude, permanent: 0.56021350
4 sites, boson amplitude, evolution: 0.56021350
Same U: Ryser time, elimination time (ms), and their ratio
n=2: 0.009, 0.0156, 0.577
n=6: 0.16, 0.134, 1.19
n=10: 2.62, 0.45, 5.81
n=14: 60, 1.13, 52.9
n=18: 1.38e+03, 2.72, 508
Probability of one particle per site again (dimensionless)
n=2: bosons 0.681179, fermions 1.000000
n=6: bosons 0.144834, fermions 1.000000
n=10: bosons 0.0308453, fermions 1.000000
n=14: bosons 0.00656915, fermions 1.000000
n=18: bosons 0.00139903, fermions 1.000000
n=18 boson amplitude, Ryser: 0.037403669
n=18 boson amplitude, subset recursion: 0.037403669
Elimination alone (ms)
n=32: 15.86
n=64: 136.9
n=128: 1123
Ryser time ratio, n=18 to n=14: 23.1
n 2^n prediction of that ratio: 20.6
Elimination time ratio, n=128 to n=64: 8.2
n^3 prediction of that ratio: 8
Ryser at n=40, extrapolated: 1.29e+07 s
the same in days: 149 d
Permutations at n=18: 6.402e+15
Subsets at n=18: 262144
Pairings of 36 general fields: 2.216e+20
verified
```
